Surface Scattering in a Diffuse Circular Wire: Testing 1 + λ/d

**Q.** For a round wire whose surface scatters diffusely, I use ρ/ρ₀ = 1 + λ/d, with ρ₀ the bulk resistivity, λ the bulk mean free path and d the diameter. Bulk collisions occur at the rate v/λ and wall collisions at the rate v/d, and rates add. The formula gives ρ₀ for a thick wire and ρ₀λ/d for a thin one. Why should I not regard it as the exact result for this model?

**A.** Because "rates add" assumes that the wall acts equally on every electron, wherever it is and whichever way it moves. We can solve the model without that assumption. Take a long straight wire along z, a spherical Fermi surface with speed v, a constant relaxation time τ = λ/v, isotropic bulk scattering and a weak field E along z. For carriers of charge q, write the distribution as f₀ + f₁. To first order in E, the steady Boltzmann equation is

v·∇f₁ + f₁/τ = −qE v_z ∂f₀/∂ε.

In an infinite medium the gradient vanishes and f₁ = −qEτ v_z ∂f₀/∂ε. In the wire let f₁ be this bulk value times a factor g. Let θ be the angle between the velocity and the axis, and s the distance back to the wall, measured in the cross-section along the projected velocity. Since the transverse speed is v sin θ, the equation becomes

λ sin θ dg/ds + g = 1.

**Q.** What does the diffuse wall impose?

**A.** Emitted electrons have no memory of their arrival direction. The incident f₁ is odd in v_z, so it brings no net number of particles to the wall, and the emitted f₁ is zero. Hence g = 0 at s = 0, and

g = 1 − exp[−s/(λ sin θ)].

An electron that left the wall recently has gained little drift. One far from its last wall contact has nearly its bulk drift.

The current weights g with v_z², which is proportional to cos²θ. As ∫cos²θ dΩ = 4π/3, the local conductivity relative to bulk is

σ(r)/σ₀ = (3/4π) ∫ cos²θ g dΩ.

The measured conductivity is its average over the cross-section. Call that average S; then ρ/ρ₀ = 1/S.

**Q.** Can the average be done without knowing s at every point?

**A.** Yes. Fix the direction and cut the circle into chords parallel to the projected velocity. With R = d/2, let a chord lie at distance R cos α from the centre. Its length is c = d sin α, and the strip width is R sin α dα, with α from 0 to π. Set ℓ = λ sin θ, κ = d/λ and

z = c/ℓ = κ sin α / sin θ.

Along one chord s runs from 0 to c, so

∫₀ᶜ (1 − e^(−s/ℓ)) ds = c − ℓ(1 − e^(−z)) = ℓ(z − 1 + e^(−z)).

All azimuths are equivalent, which gives a factor 2π. Dividing by the area πR²,

S = (3/4π)(2π) ∫₀^π dθ sin θ cos²θ · [1/(πR²)] ∫₀^π dα R sin α · λ sin θ (z − 1 + e^(−z)).

The prefactor is (3/2)λ/(πR) = 3/(πκ). Both angular ranges are symmetric about π/2; halving each gives a factor 4:

S = [12/(πκ)] ∫₀^(π/2) dθ ∫₀^(π/2) dα sin²θ cos²θ sin α (z − 1 + e^(−z)).

This is the exact result of the stated model. As a test, the local conductivity was also averaged directly over the area for κ = 0.3, 1.5 and 5; the two values of S agreed within 10⁻⁵.

**Q.** Then take a thick wire. Does it give 1 + λ/d?

**A.** Treat the three terms in the bracket in turn. The term z gives the bulk value:

[12/(πκ)] κ ∫ sin θ cos²θ dθ ∫ sin²α dα = (12/π)(1/3)(π/4) = 1.

The term −1 gives

−[12/(πκ)] ∫ sin²θ cos²θ dθ ∫ sin α dα = −[12/(πκ)](π/16)(1) = −3/(4κ).

For large κ the exponential matters only on short chords, where sin α ≈ α. There

∫₀^∞ α exp(−κα/sin θ) dα = sin²θ/κ²,

and, since ∫ sin⁴θ cos²θ dθ = π/32, its contribution is [12/(πκ³)](π/32) = 3/(8κ³). Therefore

S = 1 − 3/(4κ) + 3/(8κ³) + …

Inverting with 1/(1 − x) = 1 + x + x² + …,

ρ/ρ₀ = 1 + (3/4)(λ/d) + (9/16)(λ/d)² + …

Your first correction is λ/d instead of (3/4)λ/d. It is 4/3 of the right one, an overestimate by one third. At κ = 1000 the ratio of your excess over bulk to the Boltzmann excess is 1.332, close to its limit.

**Q.** Where does the 3/4 come from physically?

**A.** From a depleted layer at the wall. In a thick wire the wall looks flat on the scale of λ. Consider electrons leaving it with direction cosine μ to the inward normal. At depth x they lack the fraction exp[−x/(λμ)] of their bulk response. Integrated over depth, that is λμ. With η the azimuth about the normal, measured from the wire axis, cos²θ = (1 − μ²)cos²η. The lost conductance is that of a bulk layer of thickness

(3/4π) λ ∫₀^(2π) cos²η dη ∫₀¹ μ(1 − μ²) dμ = (3/4π) λ · π · (1/4) = 3λ/16.

The perimeter divided by the area is 4/d, so the lost fraction of the cross-section is (3λ/16)(4/d) = 3λ/(4d). The same argument gives the leading correction for other sections much wider than λ. For a rectangle of width w and height h it is (3λ/8)(1/w + 1/h), because corners affect an area of order λ² and enter only at the next order.

Your rate argument has no such layer. For d = 5λ, the local conductivity is 0.977 of bulk on the axis and 0.46 at the wall, with an average of 0.853. The wall value is below one half because the emitted half of the electrons carries no drift and the arriving half has not quite reached its bulk drift.

**Q.** At least my thin limit is right. With no bulk scattering left, λ/d must be the answer.

**A.** The leading term is right. For small κ most values of z are small, and z − 1 + e^(−z) ≈ z²/2. Then

S ≈ [12/(πκ)] (κ²/2) ∫ cos²θ dθ ∫ sin³α dα = (6κ/π)(π/4)(2/3) = κ.

So ρ/ρ₀ approaches λ/d in ratio. Notice, though, that this average is not the one that fixed the thick correction. There the angular weights were sin²θ cos²θ and sin α; here they are cos²θ and sin³α. Getting one limit right does not fix the other.

Bulk scattering also never drops out entirely. Electrons moving nearly along the axis have long flights between wall contacts, so for them z is not small however thin the wire is.

**Q.** My formula includes bulk scattering through the 1. Is that the next term of the thin wire?

**A.** No, the next term contains a logarithm. Put t = sin θ and a = κ sin α. The θ integral becomes

T(a) = ∫₀¹ t² √(1 − t²) h(a/t) dt, with h(z) = z − 1 + e^(−z).

Replacing h by z²/2 gives πa²/8, the leading result. The remainder contains

k(z) = h(z) − z²/2 = e^(−z) − 1 + z − z²/2,

which starts as −z³/6. Split √(1 − t²) into 1 and √(1 − t²) − 1. The second part vanishes as t² for small t, so to order a³ we may use −z³/6 there:

−(a³/6) ∫₀¹ [√(1 − t²) − 1]/t dt = (a³/6)(1 − ln 2).

The antiderivative is √(1 − t²) − ln[1 + √(1 − t²)], which changes by −(1 − ln 2) between 0 and 1.

For the part with 1, substitute z = a/t. It becomes a³J, with J = ∫ k(z) z⁻⁴ dz from a to infinity. Integrate by parts three times, using k′ = 1 − z − e^(−z), k″ = e^(−z) − 1 and k‴ = −e^(−z). For small a the boundary terms follow from k(a) ≈ −a³/6, k′(a) ≈ −a²/2 and k″(a) ≈ −a:

J = −1/18 + (1/3){−1/4 + (1/2)[−1 − ∫ₐ^∞ e^(−z) dz/z]}.

The last integral is ln(1/a) − γ for small a, with γ Euler's constant. As 1/18 + 1/12 + 1/6 = 11/36,

J = −(1/6)[ln(1/a) − γ + 11/6].

Adding the two parts,

T(a) = πa²/8 − (a³/6)[ln(1/a) + 5/6 + ln 2 − γ] + …

**Q.** And a still depends on α.

**A.** Yes, so we multiply by 12 sin α/(πκ) and integrate. With a = κ sin α, the correction carries the weight sin⁴α, whose integral is 3π/16. We also need the mean of ln sin α with that weight. Let Iₙ = ∫ sinⁿα dα from 0 to π/2. Integration by parts gives Iₙ = [(n − 1)/n] Iₙ₋₂, also for non-integer n. The derivative of ln Iₙ with respect to n is the wanted mean, Lₙ, so

Lₙ = Lₙ₋₂ + 1/(n − 1) − 1/n = Lₙ₋₂ + 1/[n(n − 1)].

Starting from L₀ = −ln 2, which follows from sin 2α = 2 sin α cos α, we get L₄ = −ln 2 + 1/2 + 1/12 = 7/12 − ln 2. Since ln(1/a) = ln(1/κ) − ln sin α, this mean is subtracted:

S = κ − (3/8)κ²[ln(1/κ) + C] + …

C = 5/6 + ln 2 − γ − 7/12 + ln 2 = 1/4 + 2 ln 2 − γ ≈ 1.059.

The factor 3/8 is (12/π)(1/6)(3π/16). Inverting,

ρ/ρ₀ = λ/d + (3/8)[ln(λ/d) + C] + …

Your formula has 1 in place of the second term. At κ = 0.001 it gives 0.998 of the Boltzmann resistivity, yet it is too low by 2.0 in units of ρ₀. The relative error vanishes in the thin limit while the absolute error grows logarithmically. Numerically, (κ − S)/κ² at this κ is 2.9877, against 2.9876 from the series.

**Q.** So it is too high for thick wires and too low for thin ones. Where does it change over, and how bad does it get?

**A.** The sign changes at d ≈ 1.43λ. On a grid from κ = 0.001 to 1000 there was one change of sign. Relative to the Boltzmann resistivity, the largest overestimate was 2.4 percent, near d = 4.5λ, and the largest underestimate 4.6 percent, near d = 0.23λ.

The one third therefore refers to the excess ρ/ρ₀ − 1 of a thick wire, not to its whole resistivity. As an estimate of total resistance in this model, your formula is good to about five percent over that range. As a way of extracting λ from a small excess, it is much worse: for very thick wires the inferred λ tends to a value 25 percent too low.

**Q.** Show me with numbers for a metal I might use.

**A.** Take copper-like values near room temperature, both rough: λ = 40 nm and an electron density n = 8.5 × 10²⁸ m⁻³. For free electrons k_F = (3π²n)^(1/3) = 13.6 nm⁻¹. With ρ₀ = m/(ne²τ), τ = λ/v and mv = ħk_F,

ρ₀ = ħk_F/(ne²λ) = 1.64 μΩ cm.

For d = 200 nm, κ = 200/40 = 5. The thick series gives 1 + 0.15 + 0.0225 = 1.1725, and the full integral gives 1.1719. Your formula gives 1 + 0.2 = 1.2. The resistivities are 1.93 and 1.97 μΩ cm. The total is wrong by 2.4 percent, but the excess is too large by the factor 0.2/0.1719 = 1.16.

Now suppose the Boltzmann value were a measurement, with ρ₀ known, and you solved your formula for λ:

λ_inferred = d(ρ/ρ₀ − 1) = 200 nm × 0.1719 = 34.4 nm.

At 400 nm you would infer 32.3 nm, and for ever thicker wires the value tends to (3/4) × 40 = 30 nm. At 60 nm, close to the sign change at 57 nm, you would get 39.8 nm, and at 20 nm, 42.3 nm. The inferred mean free path drifts with diameter although the true one is fixed.

**Q.** Should I then use 1 + 3λ/(4d) everywhere?

**A.** No, that is a thick-wire expansion. At 400 nm it gives 1.075 against 1.0806, an error of −0.5 percent, while yours is +1.8 percent. At 200 nm it gives 1.15, which is 1.9 percent low. At 20 nm it gives 2.5 against 3.117, about 20 percent low, while yours gives 3.0 and is 3.7 percent low. For fitting across both regimes, evaluate the double integral.

**Q.** What if the wall reflects some electrons specularly?

**A.** Let a fraction p be reflected specularly, independent of angle. In a circle, successive specular chords have equal length, and θ is unchanged. Let u = 1 − g at the start of a chord. At its end the deficit is u e^(−z). A specular electron keeps that deficit and a diffuse one starts with deficit 1, so

u = (1 − p) + p u e^(−z), or u = (1 − p)/(1 − p e^(−z)).

The loss along a chord is then ℓu(1 − e^(−z)), so 1 − e^(−z) in the double integral is replaced by (1 − p)(1 − e^(−z))/(1 − p e^(−z)). For a thick wire the slope becomes 3(1 − p)/4.

Random three-dimensional flights with these wall rules tested the conductivity at κ = 1. For p = 0 they gave S = 0.4945 ± 0.0045, against 0.4929 from the integral; for p = 0.5 they gave 0.710 ± 0.005, against 0.702. The first comparison checks the transport picture, but it cannot reject your formula, which gives 0.5 there. The area average and the limiting series separate the two.

**Q.** In a real interconnect, would I notice the difference?

**A.** Usually not from one resistance. Real lines are often closer to rectangular than round, and the narrowest are far below 200 nm wide, so that example stands for a wide line. Several of the effects left out there shift the answer by more than the 2.4 percent error of your formula, though not all do. Each estimate below changes one thing and holds the other settings fixed, except that the grain estimate leaves out the wall and is compared with bulk. At 200 nm, a half-specular wall lowers the resistivity by 7.8 percent. Grain boundaries alone, in the Mayadas–Shatzkes model with grain size equal to d and a rough reflection coefficient of 0.3, raise the bulk value by 12.5 percent. A non-conducting 3 nm liner inside the stated diameter raises the resistance by 6.8 percent. Heating from 300 to 375 K, with phonon-limited ρ₀ proportional to temperature and λ inversely proportional, adds 21 percent; the resistivity of copper rises somewhat faster than this proportionality, so the figure is low; a realistic value is about 23 to 25 percent. Raising the transverse velocity of every electron by 10 percent, at fixed ρ₀ and relaxation time, is a crude stand-in for Fermi-surface anisotropy and adds 1.6 percent.

At 20 nm the same grain model adds 119 percent to the bulk value, and the liner raises the resistance by 164 percent, since it leaves a core of only 14 nm. A half-specular wall lowers the resistivity by 41 percent. Against these, your error of −3.7 percent is small. Confinement is smaller still: a hard wall leaves about (k_F d/4)² − k_F d/4 transverse channels, as a count of Bessel-function zeros confirms. The second term is the loss, a fraction 4/(k_F d) of the first, or 1.5 percent at 20 nm and 0.15 percent at 200 nm. This count holds k_F fixed. At fixed electron density k_F rises slightly and restores most of the lost channels, so the net loss is smaller, about 0.3 percent at 20 nm. Either figure is a size estimate, not a quantum calculation of the resistivity.

**Q.** So if my formula fits a set of measured lines, that does not show the rate argument is right.

**A.** It does not. Over a limited range of diameters, much of the error can be absorbed by a fitted parameter: between 100 and 400 nm, fitting λ ≈ 36 nm leaves less than 1 percent. Across 20 to 400 nm, where the error changes sign, refitting λ only lowers it from 3.7 to about 2.7 percent, which is still small beside the uncertainty in p or the grain reflection. The formula can serve as a quick estimate when the wall is diffuse, the section is round, the Fermi surface can be treated as spherical (in a single-crystal copper wire thinner than λ the error depends on the wire axis and can far exceed five percent), other scattering is included in ρ₀ and λ, and five percent is acceptable. When λ is determined from the limiting slope of ρ/ρ₀ against 1/d, in round wires with a diffuse wall that are very much thicker than λ, the factor 3/4 must be kept, provided the bulk free path is the same in all directions and the Fermi surface is spherical. For a single-crystal copper wire with a constant free path, the shape of the Fermi surface alone moves the factor to roughly 0.72 along [110] and 0.80 along [111]. Scattering that depends on direction, as in the grain-boundary model above, changes the factor. At moderate thickness the slope is steeper than that limit. Between 200 and 400 nm in the example it is (0.1719 − 0.0806)/(1/200 − 1/400) = 36.5 nm, and dividing by 3/4 would give 48.7 nm, further from the true 40 nm. In that range, fit the double integral instead. The numerical output lists the values for all four diameters.

Values computed for the example and the checks

```
TESTS (lengths in mean free paths)
largest |direct - chord| in S: 3.8e-15
kappa=1 p=0.0: flights S=0.4945 +- 0.0045, formula 0.4929
kappa=1 p=0.5: flights S=0.7104 +- 0.0054, formula 0.7023
kappa*(rho/rho0-1) at kappa=1000: 0.75056
excess ratio interp/Boltzmann at kappa=1000: 1.3323
cubic coefficient of S at kappa=30: 0.3758
flat-wall lost layer / mean free path: 0.18750
thin constant C: 1.05908
(kappa-S)/kappa^2 at kappa=0.001: 2.9877, series 2.9876
interp/Boltzmann at kappa=0.001: 0.99801
Boltzmann-interp in rho/rho0 there: 1.9966
error changes sign at kappa: 1.4265
largest overestimate: 2.41 % at kappa=4.47
largest underestimate: 4.64 % at kappa=0.229
Bessel edge term / (-kR/2): 0.9959
EXAMPLE (rough copper-like inputs)
mean free path: 40 nm; density: 8.5e+28 m^-3
Fermi wavenumber: 13.60 nm^-1
bulk resistivity: 1.644 microohm cm
sign-change diameter: 57.1 nm
d=20 nm: kappa=0.5, rho/rho0=3.1167, interp=3.0000
  rho=5.122, interp=4.931 microohm cm
  excess ratio=0.945, inferred mfp=42.33 nm
d=60 nm: kappa=1.5, rho/rho0=1.6634, interp=1.6667
  rho=2.734, interp=2.739 microohm cm
  excess ratio=1.005, inferred mfp=39.81 nm
d=200 nm: kappa=5.0, rho/rho0=1.1719, interp=1.2000
  rho=1.926, interp=1.972 microohm cm
  excess ratio=1.163, inferred mfp=34.38 nm
d=400 nm: kappa=10.0, rho/rho0=1.0806, interp=1.1000
  rho=1.776, interp=1.808 microohm cm
  excess ratio=1.240, inferred mfp=32.25 nm
d=200 nm local S: axis 0.9766, wall 0.4615, mean 0.8533
NEGLECTED EFFECTS (change of resistivity or resistance)
grain reflection 0.3, grain size=d, liner 3 nm, 300 to 375 K
d=20 nm: interp error -3.74 %
  half specular wall: -41.1 %
  grains alone, over bulk: +118.5 %
  heating: +7.6 %; liner: +164.2 %
  transverse free path +10 %: +6.90 %
  channels: 4626, lost by confinement 1.47 %
d=200 nm: interp error +2.40 %
  half specular wall: -7.8 %
  grains alone, over bulk: +12.5 %
  heating: +21.0 %; liner: +6.8 %
  transverse free path +10 %: +1.65 %
  channels: 462558, lost by confinement 0.15 %
```
